\section*{A local self-energy does not make the density response momentum independent}

\section*{The argument under review}

The manuscript treats lattice electrons with on-site interactions in infinite dimensions. Its argument has four steps:
\begin{enumerate}
\item The self-energy is local.
\item Its derivative with respect to the Green function, the irreducible vertex, is therefore local too.
\item A response built from a local vertex cannot know about momentum, so $\chi(\mathbf q)=\chi_{\rm loc}$ for all $\mathbf q$.
\item Since $\chi_{\rm loc}$ stays finite on cooling, there is no charge order.
\end{enumerate}
Step 1 is sound. Step 2 holds in the form needed here: only the local part $\delta\Sigma_i/\delta G_{ii}$ enters the response to an on-site field. The full vertex also has terms proportional to $G_{ij}G_{ji}\sim1/d$ between neighbours, which can add up to order one at special momentum transfers. In an on-site field, however, they multiply $\delta G_{ij}\sim d^{-1/2}$, change $\Sigma_{ij}$ by order $d^{-3/2}$, and change $G_{ii}$ only by order $d\cdot d^{-3/2}\cdot d^{-1/2}=1/d$. Step 3 does not follow, and step 4 falls with it. The questions are where momentum enters, and by how much it changes the response.

\section*{What locality does provide}

I use atomic units in the algebra, with temperature $T$ measured as an energy. The lattice is hypercubic, with
\begin{equation}
\varepsilon_{\mathbf k}=-2t\sum_{i=1}^{d}\cos k_i ,\qquad t=\frac{s}{\sqrt{2d}},
\end{equation}
and $q_i$, $k_i$ are in units of the inverse lattice constant. The phase is homogeneous, and energies are measured from the chemical potential. A static field enters as $-\sum_i h_i(n_i-\tfrac12)$.

The cavity construction removes one site and integrates out the others. Propagation over $r$ steps needs at least $r$ hops, so it scales as $d^{-r/2}$. A term of the resulting action with $2n$ legs has

- a factor $t^{2n}\sim d^{-n}$ from the hops to the cavity,
- of order $d^{2n}$ choices of distinct neighbours,
- a connected function of order $d^{-(2n-1)}$, because distinct neighbours are two steps apart and $2n-1$ links are needed to join them.

The product is $d^{1-n}$. If legs coincide so that only $m$ neighbours are distinct, there are of order $d^{m}$ choices and $m-1$ links, and the product $d^{-n}d^{m}d^{-(m-1)}$ is again $d^{1-n}$. Only $n=1$ survives, so the surroundings of site $i$ act through one function of frequency, the inverse cavity function
\begin{equation}
g_i(i\nu)=\frac{1}{G_{ii}(i\nu)}+\Sigma_i(i\nu). \label{g}
\end{equation}
The impurity problem fixes $G_{ii}$ once $g_i$ is given. Its linear response is a matrix in the Matsubara frequencies,
\begin{equation}
\delta G_{ii}(\nu)=\sum_{\nu'}L_{\nu\nu'}\,\delta g_i(\nu'). \label{L}
\end{equation}
This is the true content of steps 1 and 2: $L$ carries no momentum.

\section*{Where momentum enters}

The lattice Green function obeys $(G^{-1})_{ij}=(i\nu+h_i-\Sigma_i)\delta_{ij}-t_{ij}$, with $t_{ij}$ the hopping matrix. From $\delta G=-G\,\delta(G^{-1})\,G$,
\begin{equation}
\delta G_{ii}=\sum_j G_{ij}G_{ji}\,(\delta\Sigma_j-h_j).
\end{equation}
A field on site $j$ changes $G_{ii}$ although $\Sigma$ is local. For $h_j=h\,e^{i\mathbf q\cdot\mathbf r_j}$ the sum over $j$ gives
\begin{equation}
\delta G=B_{\mathbf q}(\delta\Sigma-h),\qquad
B_{\mathbf q}(\nu)=\frac1N\sum_{\mathbf k}G_{\mathbf k}(i\nu)G_{\mathbf k+\mathbf q}(i\nu). \label{dyson}
\end{equation}

One might object that $G_{ij}G_{ji}$ is of order $1/d$ for neighbours and can be dropped. But there are $2d$ neighbours, and they contribute
\begin{equation}
G_{\rm nn}^2\sum_{i=1}^d 2\cos q_i=2d\,G_{\rm nn}^2\,X(\mathbf q),\qquad
X(\mathbf q)=\frac1d\sum_{i=1}^d\cos q_i .
\end{equation}
The prefactor $2d\,G_{\rm nn}^2$ is of order one. The same counting that removes nonlocal self-energies keeps this term whenever the phases add up.

To combine (\ref{L}) and (\ref{dyson}), vary (\ref{g}) to get $\delta g=\delta\Sigma-\delta G/G^2$, and insert $\delta\Sigma=\delta G/B_{\mathbf q}+h$:
\begin{equation}
\delta g=h+R\,\delta G,\qquad R=\frac1{B_{\mathbf q}}-\frac1{G^2}. \label{R}
\end{equation}
Here $G$ is the local Green function and $R$ is diagonal in frequency. Then $\delta G=L(h+R\,\delta G)$, and since $n=T\sum_\nu G\,e^{i\nu0^+}$,
\begin{equation}
\chi(\mathbf q)=\frac{T}{h}\sum_\nu\delta G(\nu),\qquad
\delta G=(1-LR)^{-1}L\,h , \label{chi}
\end{equation}
where $h$ stands for the same value at every frequency.

If the field acts on one site only, each neighbour's $G_{jj}$ changes by order $1/d$. The feedback on the cavity function is of order $2d\,t^2/d\sim1/d$ and vanishes. Then $\delta g=h$, which is (\ref{chi}) with $R=0$. So $\chi(\mathbf q)=\chi_{\rm loc}$ where $B_{\mathbf q}=G^2$. Step 3 silently assumes this equality for every $\mathbf q$.

\section*{The bubble depends on $X(\mathbf q)$}

For random $\mathbf k$, $\varepsilon=\varepsilon_{\mathbf k}$ and $\varepsilon'=\varepsilon_{\mathbf k+\mathbf q}$ are sums of $d$ independent terms, each bounded by $2t\to0$. By the central limit theorem they become a Gaussian pair of zero mean. Each axis contributes $4t^2\cdot\frac12$ to each variance and $4t^2\cdot\frac12\cos q_i$ to the covariance, so
\begin{equation}
\langle\varepsilon^2\rangle=\langle\varepsilon'^2\rangle=2dt^2=s^2,\qquad
\langle\varepsilon\varepsilon'\rangle=2t^2\sum_i\cos q_i=s^2X .
\end{equation}
No other property of $\mathbf q$ survives the limit.

Now assume particle-hole symmetry. Then $\zeta=i\nu-\Sigma(i\nu)=iy$ is imaginary, with $y>0$ for $\nu>0$; negative frequencies give the complex conjugate. Write
\begin{equation}
\frac1{iy-\varepsilon}=\frac{-i}{y+i\varepsilon}=-i\int_0^\infty d\tau\,e^{-(y+i\varepsilon)\tau}.
\end{equation}
The product of two such factors carries $(-i)^2=-1$, and the Gaussian average of $e^{-i(\varepsilon\tau+\varepsilon'\tau')}$ is the exponential of minus half the variance of $\varepsilon\tau+\varepsilon'\tau'$:
\begin{equation}
-B(X)=\int_0^\infty\!\!d\tau\int_0^\infty\!\!d\tau'\,
e^{-y(\tau+\tau')-\frac{s^2}{2}(\tau^2+\tau'^2+2X\tau\tau')} . \label{B}
\end{equation}
The integrand is positive, and its $X$ derivative carries the factor $-s^2\tau\tau'<0$. Hence $-B$ is positive and falls strictly as $X$ rises.

Three values have closed forms. At $X=0$ the integral factorizes and $B=G^2$. At $X=-1$, $\varepsilon'=-\varepsilon$, and partial fractions give
\begin{equation}
B(-1)=\Big\langle\frac1{2\zeta}\Big(\frac1{\zeta-\varepsilon}+\frac1{\zeta+\varepsilon}\Big)\Big\rangle=\frac{G}{\zeta}.
\end{equation}
At $X=1$, $\varepsilon'=\varepsilon$. The Gaussian density $\rho$ obeys $\rho'=-\varepsilon\rho/s^2$, so integration by parts gives
\begin{equation}
B(1)=\int\!\frac{\rho\,d\varepsilon}{(\zeta-\varepsilon)^2}
=-\int\!\frac{\rho'\,d\varepsilon}{\zeta-\varepsilon}
=\frac1{s^2}\int\!\frac{\varepsilon\rho\,d\varepsilon}{\zeta-\varepsilon}
=\frac{\zeta G-1}{s^2}.
\end{equation}

The manuscript's conclusion does hold for typical momenta. Averaged over the zone, $X^2$ is $d\cdot\frac12/d^2=1/(2d)$, so almost every $\mathbf q$ has $X\to0$. The exceptions include $\mathbf q=0$, which gives the compressibility when the field couples to all electrons, and $\mathbf q=(\pi,\dots,\pi)$, which gives two-sublattice order.

\section*{Two counterexamples to step 3}

Without interaction $\Sigma=0$, which is certainly local. Then $\chi=-T\sum_\nu B$. Partial fractions and the frequency sum, with $f$ the Fermi function, give
\begin{equation}
\chi=\Big\langle\frac{f(\varepsilon')-f(\varepsilon)}{\varepsilon-\varepsilon'}\Big\rangle .
\end{equation}
With $x=\varepsilon/2T$, the averaged quantity is $1/(4T\cosh^2x)$ at $X=1$ and $\tanh x/(4Tx)$ at $X=-1$. The second is the first times $\sinh x\cosh x/x\ge1$, so nesting gives the larger response. For $s=1$ eV and $T=0.25$ eV the values are $0.645$, $0.435$ and $0.365$ eV$^{-1}$ at $X=-1,0,1$.

The second counterexample needs neither weak interaction nor particle-hole symmetry. A uniform field oscillating in time couples to the total electron number, which commutes with the Hamiltonian, so the response at $\mathbf q=0$ and nonzero frequency vanishes. The density on one site does not commute with the hopping, and its local response is nonzero.

\section*{The sign of the difference in the static response}

Suppose, beyond particle-hole symmetry, that $L$ is real and symmetric and that $1-LR$ stays invertible over the range of $X$ considered. Set $A=(1-LR)^{-1}L$. From $L(1-RL)=(1-LR)L$ one finds $A=L(1-RL)^{-1}=A^{T}$. Differentiating $(1-LR)A=L$ with respect to $X$,
\begin{equation}
-L\frac{dR}{dX}A+(1-LR)\frac{dA}{dX}=0
\quad\Rightarrow\quad \frac{dA}{dX}=A\,\frac{dR}{dX}\,A .
\end{equation}
Summing over both frequency indices and using the symmetry of $A$,
\begin{equation}
\frac{d\chi}{dX}=T\sum_\nu\Big(\frac{\delta G(\nu)}{h}\Big)^2\frac{dR(\nu)}{dX}<0 . \label{slope}
\end{equation}
The sign follows from $dR/dX=-B^{-2}\,dB/dX$, since $dB/dX>0$ by (\ref{B}). The inequality is strict: if $\delta G$ vanished at all frequencies, $\delta G=L(h+R\,\delta G)$ would give $Lh=0$ and hence $\chi_{\rm loc}=0$, whereas the local response is positive. The static response is therefore above $\chi_{\rm loc}$ at nesting and below it at $\mathbf q=0$.

The difference disappears for $s\to0$, where (\ref{B}) gives $B=-1/y^2$ for every $X$. Without particle-hole symmetry this proof does not apply, and the static values may coincide accidentally at some parameters.

\section*{A case that can be solved}

The half-filled Falicov--Kimball model has mobile electrons $c$ and immobile electrons $f$ with interaction $U(n_c-\frac12)(n_f-\frac12)$. The $f$ occupation is thermally distributed, and the field acts on the $c$ electrons. On one site the $c$ electron sees the potential $+U/2$ with probability $p$ and $-U/2$ otherwise:
\begin{equation}
G=\frac{p}{g-U/2}+\frac{1-p}{g+U/2},\qquad
\ln\frac{p}{1-p}=\sum_\nu\ln\frac{g-U/2}{g+U/2}. \label{fk}
\end{equation}
The second relation is the ratio of two free-fermion partition functions, each a product of $g\mp U/2$ over frequencies taken in pairs $\pm\nu$. For an isolated level of energy $E$ this is the product form of $2\cosh(E/2T)$, up to a constant that cancels in the ratio.

At half filling $p=\frac12$ and $g$ is imaginary. Let $a=1/(g-U/2)$, $b=1/(g+U/2)$, $D=a-b$ and $M=(a^2+b^2)/2$. Linearizing (\ref{fk}) gives $\delta p=p(1-p)\sum_\nu D\,\delta g=\frac14\sum_\nu D\,\delta g$ and $\delta G=-M\delta g+D\,\delta p$, so
\begin{equation}
L_{\nu\nu'}=-M_\nu\delta_{\nu\nu'}+\tfrac14D_\nu D_{\nu'} .
\end{equation}
Since $b=-a^*$, both $D$ and $M$ are real. Thus $L$ is real and symmetric, as (\ref{slope}) requires.

Take $s=U=1$ eV and $T=0.25$ eV. At the lowest frequency $\zeta=0.9755\,i$ eV and $G=-0.6642\,i$ eV$^{-1}$. The closed forms give
\begin{align}
-B(-1)&=0.6642/0.9755=0.681\ \text{eV}^{-2},\\
-B(0)&=0.6642^2=0.441\ \text{eV}^{-2},\\
-B(1)&=1-0.9755\times0.6642=0.352\ \text{eV}^{-2}.
\end{align}
By (\ref{R}), $R(-1)=-1/0.681+1/0.441=+0.80$ eV$^2$ and $R(1)=-1/0.352+1/0.441=-0.57$ eV$^2$. The surroundings amplify the response at nesting and oppose it at $\mathbf q=0$. With all frequencies included, (\ref{chi}) gives
\begin{center}
\begin{tabular}{lccc}
 & nesting & local & $\mathbf q=0$\\
$X$ & $-1$ & $0$ & $1$\\
$\chi$ (eV$^{-1}$) & 0.773 & 0.514 & 0.424\\
$\chi$ (hartree$^{-1}$) & 21.0 & 14.0 & 11.5
\end{tabular}
\end{center}
Relative to $\chi_{\rm loc}$, the nesting response is 50\% larger and the uniform response 18\% smaller. Because the field acts on $c$ only, the $\mathbf q=0$ entry is not the total compressibility; a common chemical potential for $c$ and $f$ gives $dn/d\mu=0.686$ eV$^{-1}$. The numerical check obtains the same values from the full nonlinear equations in a small field, without using $L$ or $R$.

All three values exceed those without interaction, although the interaction is repulsive. For imaginary $g$, $D=U/(g^2-U^2/4)<0$, so the thermal $f$ occupation $p$ falls on a site whose field attracts $c$ electrons. The corresponding part of $L$, $\frac14D_\nu D_{\nu'}$, adds $\frac T4\big(\sum_\nu D_\nu\big)^2\ge0$ to $\chi_{\rm loc}$; this argument covers only the local value. I have not separated its size from the change in the other part.

In finite dimension $X$ is no longer the whole story. Keep $\zeta$ fixed and compare two momenta with $X=0$: all $q_i=\pi/2$, or half of them $0$ and half $\pi$. At $d=4$, $-B$ is $0.426$ and $0.421$ eV$^{-2}$; at $d=64$ it is $0.4402$ and $0.4398$, against the limit $0.4412$. From $d=16$ to $d=64$ both deviations shrink about fourfold, as expected for a $1/d$ correction.

\section*{The claim about charge order}

Step 4 looks for an instability in $\chi_{\rm loc}$, which is the wrong place. By (\ref{chi}), a static instability at momentum $\mathbf q$ appears when an eigenvalue of $LR$ reaches one. For $\chi_{\rm loc}$ this cannot happen, because there $R=0$.

At nesting the largest eigenvalue is $0.41$ at $T=0.25$ eV. On cooling it reaches one at $T_c=0.066$ eV, or about $760$ K. At $1.01\,T_c$ the nesting response is about $135$ eV$^{-1}$, while $\chi_{\rm loc}$ is $1.15$ eV$^{-1}$. The local response also grows on cooling, from $0.514$ eV$^{-1}$ at $T=0.25$ eV, and in the homogeneous solution, continued below $T_c$ where it is unstable, it follows about $0.34+0.055/T$ (eV units) down to $T=0.004$ eV. In that solution it is finite and smooth at $T_c$ and does not locate the transition. In the ordered equilibrium state it has a cusp at $T_c$ and falls below it, from $1.16$ eV$^{-1}$ to $0.88$ eV$^{-1}$ at $0.95\,T_c$, but that state is reached only by allowing unequal sublattices. The nonlinear equations without any field confirm the transition: started from unequal sublattices, they keep $|p-\frac12|=0.27$ at $0.95\,T_c$ and return to $p=\frac12$ at $1.05\,T_c$. The manuscript's statement that this class of models has no charge order must be withdrawn, and its $\chi_{\rm loc}$ should be presented as the response at $X(\mathbf q)=0$.

\section*{Calculated quantities}
\begin{verbatim}
band width parameter s = 1.00 eV, U = 1.00 eV, k_B T = 0.25 eV
positive Matsubara frequencies kept = 80
small field h = 5.0e-04 eV
Lowest Matsubara frequency:
  nu = 0.78540 eV
  Im sigma = -0.19005 eV
  Im zeta = 0.97545 eV
  Im G = -0.66423 1/eV
  -G^2 = 0.44120 1/eV^2
  X = -1: -B = 0.68095 1/eV^2, R = +0.79801 eV^2
  X = +0: -B = 0.44120 1/eV^2, R = -0.00000 eV^2
  X = +1: -B = 0.35208 1/eV^2, R = -0.57371 eV^2
-B at X = 0 and finite d, 1/eV^2 (all q_i=pi/2; half 0, half pi):
  d =  4: 0.42580; 0.42130
  d = 16: 0.43733; 0.43564
  d = 64: 0.44024; 0.43983
explicit k sums at d = 4: 0.42580; 0.42130 1/eV^2
mean of X^2 over q at d = 4: 0.12500
Response without interaction (sigma = 0):
  X = -1: chi = 0.64496 1/eV
  X = +0: chi = 0.43499 1/eV
  X = +1: chi = 0.36474 1/eV
Response with interaction (matrix formula; small-field DMFT):
  X = -1.0: 0.77254; 0.77254 1/eV
  X = -0.5: 0.59681; 0.59681 1/eV
  X = +0.0: 0.51427; 0.51427 1/eV
  X = +0.5: 0.46163; 0.46163 1/eV
  X = +1.0: 0.42379; 0.42379 1/eV
field on one site only: chi_loc = 0.51427 1/eV
chi(nesting)/chi_loc = 1.5022
chi(q=0)/chi_loc = 0.8241
in 1/hartree: nesting 21.022, local 13.994, q=0 11.532
slope dchi/dX at X = 0: -0.12731; identity -0.12731 1/eV
largest eigenvalue of L R at nesting, k_B T = 0.25 eV: 0.40659
ordering temperature: k_B Tc = 0.06587 eV = 764 K
at Tc: chi_loc = 1.15801, chi(q=0) = 0.74446 1/eV
at 1.01 Tc: chi(nesting) = 134.762, chi_loc = 1.14967 1/eV
|p - 1/2| at 0.95 Tc = 0.2689
|p - 1/2| at 1.05 Tc = 1.3e-10
\end{verbatim}
